\section*{Choosing the reference temperature in deviational Monte Carlo for phonons}

\section{A slab without scattering}

Two black walls face each other across a crystal so thin that phonons cross it without a collision. The hot wall emits the power per area $J_h$, the cold wall $J_c$, and the heat flux is $q=J_h-J_c$. Let a simulation represent the emitted energy by $N$ independent packets of equal power $(J_h+J_c)/N$. A packet is hot-born with probability $J_h/(J_h+J_c)$ and then scores $Y=+1$; otherwise it is cold-born and scores $Y=-1$. The estimator and its variance are
\begin{align}
\hat q&=\frac{J_h+J_c}{N}\sum_{i=1}^N Y_i,\\
\operatorname{Var}\hat q&=\frac{(J_h+J_c)^2}{N}\left[1-\left(\frac{J_h-J_c}{J_h+J_c}\right)^2\right]=\frac{4J_hJ_c}{N},
\end{align}
because $Y^2=1$. As the walls approach a common temperature, the variance tends to a constant while $q$ vanishes. The relative variance $4J_hJ_c/[N(J_h-J_c)^2]$ diverges as the inverse square of the temperature difference. In this collisionless case the noise comes entirely from drawing the wall at random; fixing the number of packets per wall in proportion to its power would remove it. Once packets scatter, fixed numbers no longer remove the divergence, because transmission itself is random.

Now subtract the emission $J_0$ of a wall at an intermediate temperature $T_0$. The hot wall emits an excess $J_h-J_0>0$, carried by positive packets. The cold wall emits a deficit $J_c-J_0<0$, carried by negative packets. A negative packet moving left transports energy to the right, so every packet scores $+1$. The total absolute power is $(J_h-J_0)+(J_0-J_c)=q$, and the estimator equals $q$ without any noise.

The setting that produces this change is the reference, or control, temperature $T_0$ of a phonon transport simulation. Such a simulation can take its spectrum and free paths from a lattice-dynamics calculation based on electronic structure; the worked slab below uses a simple model instead. With scattering the noise does not vanish, but its ratio to the signal stays bounded. The analysis below shows why, and which values of the setting preserve the bound.

\section{The equation and its local temperature}

The slab occupies $0<x<L$, with walls at $T_h=T_0+\Delta T/2$ and $T_c=T_0-\Delta T/2$, where $\Delta T>0$. SI units are used, since kelvin, nanometres and watts per square metre suit the problem. Phonons are sorted into frequency groups $j$ with a common speed $v$, free path $\Lambda_j$ and collision rate $r_j=v/\Lambda_j$. Collisions are treated in the relaxation-time approximation, with rates independent of temperature.

Multiply the Boltzmann equation for the occupation by the phonon energy and the density of states of the group. With $\mu$ the cosine of the angle to the $x$ axis, the steady state obeys
\begin{equation}
\mu v\,\partial_x e_j(x,\mu)=r_j\left[e_j(\tilde T(x))-e_j(x,\mu)\right].
\label{bte}
\end{equation}
Here $e_j(T)$ is the equilibrium energy density of group $j$, and $e_j(x,\mu)$ is normalized so that its angular average $\langle e_j\rangle=\frac12\int_{-1}^{1}e_j\,d\mu$ is the actual energy density. The heat flux is $q=\sum_j v\langle\mu e_j\rangle$. Averaging \eqref{bte} over angle and summing over groups gives
\begin{equation}
\frac{dq}{dx}=\sum_j r_j\left[e_j(\tilde T)-\langle e_j\rangle\right]=0.
\label{balance}
\end{equation}
Energy conservation therefore fixes $\tilde T$, called the pseudo-temperature. The solution is unique because each $e_j(T)$ increases with $T$.

The ordinary energy temperature satisfies the same balance without the weights $r_j$. The two coincide if all rates are equal, but in general they differ, and using the energy temperature in \eqref{bte} then creates or destroys heat. In the example below, at $\Delta T=40$ K, this substitution makes the flux vary across the slab by 17\% of its mean. With the pseudo-temperature it is constant to rounding error.

\section{Subtracting equilibrium}

The equilibrium $e_j(T_0)$ satisfies \eqref{bte} with both sides zero. Put $d_j=e_j(x,\mu)-e_j(T_0)$ and subtract:
\begin{equation}
\mu v\,\partial_x d_j=r_j\left[s_j-d_j\right],\qquad s_j=e_j(\tilde T)-e_j(T_0).
\label{dev}
\end{equation}
No linearization has been made. Define the deviational energy colliding per volume and time, $R=\sum_j r_j\langle d_j\rangle$. Subtracting $\sum_j r_je_j(T_0)$ from both terms of \eqref{balance} gives $\sum_j r_js_j=R$. The energy leaving collisions in group $j$ is then
\begin{equation}
r_js_j=K_jR,\qquad
K_j(\tilde T)=\frac{r_j[e_j(\tilde T)-e_j(T_0)]}{\sum_i r_i[e_i(\tilde T)-e_i(T_0)]}.
\label{kernel}
\end{equation}
All differences in $K_j$ have the sign of $\tilde T-T_0$, so every $K_j$ is positive and they sum to one. They form a probability law. At $\tilde T=T_0$ the ratio is defined by its limit, $r_jC_j/\sum_i r_iC_i$, with $C_j=de_j/dT$ evaluated at $T_0$.

For small temperature differences, direct subtraction of two nearly equal Bose--Einstein occupations loses digits. With $a=\hbar\omega/k_BT$ and $b=\hbar\omega/k_BT_0$, a common denominator gives
\begin{equation}
\frac1{e^a-1}-\frac1{e^b-1}=\frac{e^b-e^a}{(e^a-1)(e^b-1)}
=\frac{\sinh[(b-a)/2]}{2\sinh(a/2)\sinh(b/2)}.
\end{equation}
Evaluating $b-a=\hbar\omega(T-T_0)/(k_BTT_0)$ from a stored value of $T-T_0$ avoids the cancellation.

\section{From the equation to packets}

Integrate \eqref{dev} along a flight from the hot wall. For $\mu>0$,
\begin{equation}
d_j(x,\mu)=d_j^h e^{-x/(\Lambda_j\mu)}
+\int_0^x\frac{dx'}{\Lambda_j\mu}\,e^{-(x-x')/(\Lambda_j\mu)}s_j(x'),
\label{flight}
\end{equation}
where $d_j^h=e_j(T_h)-e_j(T_0)$. The formula for $\mu<0$ is its mirror image, with $d_j^c=e_j(T_c)-e_j(T_0)$. Each factor corresponds to a sampling rule.

The hot wall emits $v\mu d_j^h\,d\mu/2$ into $d\mu$. Since $\int_0^1\mu\,d\mu/2=1/4$, the group power is $vd_j^h/4$ and the normalized angular law is $2\mu\,d\mu$. Its cumulative probability is $\mu^2$, so $\mu=\sqrt u$ with $u$ uniform on $(0,1)$. The exponential in \eqref{flight} is the probability of reaching $x$ without a collision. The source $K_jR\,d\mu/2$ says that a collision redraws the group from $K_j$ and the direction isotropically. The algorithm is as follows.

\begin{enumerate}
\item Select a wall and group with probability proportional to $v|e_j(T_{\rm wall})-e_j(T_0)|/4$. Give the packet the sign of that difference.
\item Draw $\mu$ as above, directed into the slab, and a path length from the exponential law with mean $\Lambda_j$.
\item If the packet reaches a wall, stop it. Otherwise tally its sign in the cell of the collision, redraw group and direction, and continue with the same sign and energy.
\end{enumerate}

Energy is conserved collision by collision, because each packet carries a fixed energy rather than a fixed number of phonons.

The expected packet distribution is the solution of \eqref{dev} ordered by number of collisions. This series converges. After a collision at $x$, a packet in group $j$ escapes without another collision with probability
\begin{equation}
\tfrac12E_2(x/\Lambda_j)+\tfrac12E_2((L-x)/\Lambda_j)\ge E_2(L/\Lambda_{\min})>0.
\end{equation}
Here $E_n(z)=\int_0^1\mu^{n-2}e^{-z/\mu}d\mu$ decreases with $z$, and $\Lambda_{\min}$ is the shortest free path. The chance of surviving many collisions therefore falls at least geometrically. For a fixed field $\tilde T(x)$ the same estimate makes the solution unique: the difference of two solutions would have to reproduce itself after losing a finite fraction.

The law $K_j$ needs $\tilde T(x)$, which is unknown at first. Let $W$ be the total absolute power emitted per area. Each packet carries $W/N$, so a cell of width $h$ with signed collision count $n$ gives $R\simeq Wn/(Nh)$. Solving $\sum_jr_j[e_j(\tilde T)-e_j(T_0)]=R$ yields the field for the next pass. The first pass can use $\tilde T=T_0$.

\section{Why the noise follows the signal}

The flux is the net signed number of crossings of any plane, times $W/N$. A packet that returns to the wall it came from crosses the plane equally often both ways and contributes zero. A packet that reaches the opposite wall makes one net crossing. If it came from the hot wall, its sign and direction are both positive; if from the cold wall, both are negative. Either way it scores $+1$. Hence $Y$ is 1 with probability $p$ and 0 otherwise, where $p$ is the probability of transmission averaged over all emitted packets. With
\begin{equation}
W=\frac v4\sum_j\left(|d_j^h|+|d_j^c|\right),
\end{equation}
the mean is $q=Wp$. Since $Y^2=Y$, the variance of $Y$ is $p-p^2$, and therefore
\begin{equation}
\frac{\operatorname{Var}\hat q}{q^2}
=\frac{W^2p(1-p)/N}{W^2p^2}=\frac{1-p}{Np}.
\label{main}
\end{equation}
The temperature difference has cancelled except through $p$. It remains to show that $p$ cannot vanish with $\Delta T$. Packets that cross without collision form a subset of the transmitted ones. In group $j$ their fraction is
\begin{equation}
\int_0^1 2\mu\,e^{-L/(\Lambda_j\mu)}\,d\mu=2E_3(L/\Lambda_j).
\end{equation}
Let $p_b$ be the average of this fraction over the emitted power. Then $p\ge p_b\ge2E_3(L/\Lambda_{\min})>0$. Because $(1-p)/p$ decreases with $p$,
\begin{equation}
\frac{\operatorname{Var}\hat q}{q^2}\le\frac{1-p_b}{Np_b}
\le\frac1N\left[\frac1{2E_3(L/\Lambda_{\min})}-1\right].
\label{bound}
\end{equation}
The last expression does not contain $\Delta T$, so the relative variance is bounded uniformly as $\Delta T\to0$.

Equation \eqref{main} describes a pass in which the field is held fixed, whether that field is exact or estimated. An error in an estimated field shifts $p$ and hence the mean; this additional error is not in the formula.

In the linear limit the field is not needed. Expanding the wall terms gives
\begin{equation}
|d_j^h|+|d_j^c|=e_j(T_0+\tfrac{\Delta T}2)-e_j(T_0-\tfrac{\Delta T}2)
=C_j\Delta T+O(\Delta T^3),
\end{equation}
so $W\to\Delta T\,(v/4)\sum_jC_j$, while $K_j$ takes its limiting form everywhere. Packet histories no longer depend on $\Delta T$ or on each other. One run gives $q/\Delta T$ for all small differences. Rates that vary with temperature would not alter this limit: the first-order change in $r_j$ multiplies a bracket in \eqref{bte} that vanishes at equilibrium.

\section{What happens when the setting is wrong}

Let the reference be a general temperature $T_r$, still close enough to the walls for linear response, and put $g=(v/4)\sum_jC_j$. If $T_c\le T_r\le T_h$, the absolute power is
\begin{equation}
W=g[(T_h-T_r)+(T_r-T_c)]=g\,\Delta T.
\end{equation}
The transmission is the same from either wall by mirror symmetry. The relative variance is thus the same for every reference in the interval, and the midpoint has no special advantage at this order.

If instead $T_r=T_c-\delta$ with $\delta>0$, both walls emit positive packets, and those from the cold wall score $-1$ when transmitted. Now
\begin{equation}
W=g[(\Delta T+\delta)+\delta]=g(\Delta T+2\delta),
\end{equation}
while the signal remains $q=g\Delta T\,p$. The mean of $Y^2$ is still $p$, so
\begin{equation}
\frac{\operatorname{Var}\hat q}{q^2}=\frac{W^2p-q^2}{Nq^2}
=\frac1N\left[\frac{(1+2\delta/\Delta T)^2}{p}-1\right].
\label{offset}
\end{equation}
A reference above $T_h$ by $\delta$ gives the same result with all signs reversed. This formula assumes that the wall of each packet is drawn at random. If the number of packets per wall is fixed in proportion to its power, each wall contributes a binomial variance, and the relative variance is $(1+2\delta/\Delta T)^2(1-p)/(Np)$, which is smaller but diverges in the same way. At fixed $\delta$ the expression diverges as $\Delta T^{-2}$. Subtracting some equilibrium is therefore not enough: as the walls approach each other, the reference must stay between them, or outside them by no more than a distance of order $\Delta T$.

Packets carrying the full energy are the extreme case, in which nothing is subtracted. As $\Delta T\to0$, each wall emits $J_0=(v/4)\sum_je_j(T_0)$, and the redraw law becomes proportional to $r_je_j(T_0)$. Let $t$ be the transmission for this spectrum. Then $W\to2J_0$, the mean of $Y^2$ tends to $t$, and the squared mean is negligible. With $G=q/\Delta T$ in the linear limit,
\begin{equation}
\frac{\sqrt{\operatorname{Var}\hat q}}{q}\simeq
\frac{2J_0\sqrt t}{\sqrt N\,G\,\Delta T}.
\label{full}
\end{equation}

\section{Thick slabs and other observables}

The bound concerns $\Delta T\to0$ at fixed $L$; it does not make thick slabs cheap. When $L$ greatly exceeds the free paths of the groups that carry the heat, write $\theta=\tilde T-T_0$ and solve the linear form of \eqref{dev} to first order in the gradient: $d_j\simeq C_j(\theta-\mu\Lambda_j\theta')$. The isotropic part carries no flux, and $\langle\mu^2\rangle=1/3$. With $\theta'\simeq-\Delta T/L$,
\begin{equation}
q\simeq\frac v3\sum_jC_j\Lambda_j\frac{\Delta T}{L},\qquad
p=\frac q{g\Delta T}\simeq\frac{4\bar\Lambda}{3L},\qquad
\bar\Lambda=\frac{\sum_jC_j\Lambda_j}{\sum_jC_j}.
\end{equation}
Since $p$ is small, the relative variance is about $3L/(4\bar\Lambda N)$. In this limit the packet number for a given relative error grows in proportion to thickness, and each history also has more collisions.

The limit can be approached slowly. If the free path grows as $\omega^{-2}$, as in the example below, the product of heat capacity and free path per unit frequency is constant at low frequency. A share of $\bar\Lambda$ proportional to $L^{-1/2}$ then comes from phonons whose free path exceeds $L$. The diffusive formula overestimates their flux, and hence $p$, so a pilot run is a safer guide to the packet number.

For the local pseudo-temperature, the estimator of $R$ is $W/(Nh)$ times a sum of signed collision counts. In the linear limit the law of these counts is independent of $\Delta T$, and their variance is finite because long histories are geometrically rare. The absolute noise therefore scales with $\Delta T$. The noise-to-signal ratio is bounded where the linear response is nonzero. At the midplane of the symmetric slab the response of $\tilde T-T_0$ is zero, so a relative error there has no meaning; the error should be compared with $\Delta T$.

\section{A worked slab}

Take a Debye spectrum with three branches, $v=6000$ m/s and a cutoff of 40 meV. The free path is 40 nm at the cutoff and grows as $\omega^{-2}$ towards low frequency. The slab has $L=200$ nm and $T_0=100$ K. These are round model parameters, not those of a named crystal. The spectrum is represented by 12 groups and the field by 60 cells. A deterministic solution of the same transport equation supplies the reference values; doubling the number of cells changes its linear conductance by 0.02\%. The limit of vanishing cell width lies about 0.03\% below the 60-cell value, at $p=0.4032$ and $G=1.816\times10^8$ W/(m$^2$\,K), so the last digit of the transmissions and conductances quoted below is not converged.

The linear emission coefficient is $g=4.505\times10^8$ W/(m$^2$\,K) and the transmission is $p=0.4033$. Their product is
\begin{equation}
G=4.505\times10^8\times0.4033=1.817\times10^8\ {\rm W/(m^2\,K)}.
\end{equation}
The relative noise for one packet is $\sqrt{0.5967/0.4033}=1.216$. The collisionless fraction $p_b=0.1158$ gives the upper bound $\sqrt{0.8842/0.1158}=2.76$. The bound is safe but loose, since most transmitted packets have collided on the way.

From $\Delta T=40$ K down to 0.04 K, the measured deviational noise per packet lies between 1.21 and 1.26 times the signal. A standard deviation found from 400 batches has a statistical uncertainty of about $1/\sqrt{800}=3.5\%$, which accommodates this spread. The tests require each sampled flux to agree with the reference within 4.5 standard errors plus a 0.3\% allowance, and the deviational noise to agree with \eqref{main} within 17\%. The rms error of the pseudo-temperature is about 0.6\% of $\Delta T$ at all four differences, as the scaling argument predicts.

For full-energy packets, $J_0=1.496\times10^{10}$ W/m$^2$ and $t=0.4584$. At $\Delta T=0.04$ K, \eqref{full} gives for one packet
\begin{equation}
\frac{2\times1.496\times10^{10}\times\sqrt{0.4584}}
{1.817\times10^8\times0.04}\simeq2.79\times10^3.
\end{equation}
The measured value is $2.85\times10^3$. With 120\,000 packets, the full-energy run returns $1.0\times10^8$ W/m$^2$ with a standard error of $0.6\times10^8$, where the reference is $7.27\times10^6$ W/m$^2$. The result is compatible with the reference but useless as a measurement. The deviational run returns $7.25\times10^6$ W/m$^2$ with a standard error of $0.025\times10^6$.

For a relative standard error of 1\%, the deviational method needs $1.216^2/0.01^2\simeq1.5\times10^4$ packets, and the full-energy method $7.8\times10^{10}$. The ratio is about five million. With fixed packet numbers per wall, $t$ in \eqref{full} is replaced by $t(1-t)$; the full-energy count falls to $4.2\times10^{10}$ and the ratio to about three million, while the deviational count is unchanged. It compares packet numbers, not computing times. At $\Delta T=40$ K the measured noise ratios are 2.65 and 1.26. The square of their quotient is 4.4, with a standard error of about 10\%. This sample lies low: evaluating the mean of $Y^2$ deterministically gives ratios of 2.85 and 1.22, whose squared quotient is 5.5. The advantage in packet number is then only a factor of five to six.

\section{Using the setting}

Place the reference temperature between the coldest and hottest wall, and move it if a change of the wall temperatures would leave it outside that interval. Equation \eqref{offset} gives the price of missing the interval: for $\delta=\Delta T/2$ and $p=0.403$, the bracket rises from 1.48 to $4/0.403-1=8.9$, so six times as many packets are needed when the wall is drawn at random, and four times as many when the numbers per wall are fixed.

Use the linear redraw law when the response to $\Delta T$ is known to be linear. Otherwise, iterate the field and repeat with more packets per pass to see whether the flux shifts. In the worked slab, $q/\Delta T$ at 40 K is $1.800\times10^8$ W/(m$^2$\,K), 0.9\% below the linear value. This small change belongs to a model with temperature-independent rates and does not establish linearity for a material whose rates vary over that range.

To choose the packet number, run a short pilot, count the transmitted fraction $p$, and use $N=(1-p)/(p\epsilon^2)$ for a relative standard error $\epsilon$. This estimate applies to the flux with the reference inside the interval. It was derived for the relaxation-time approximation, black walls and a slab without internal heat sources; heat generated inside a device, or a full scattering operator, is not covered by the argument. A local temperature needs its own batch estimate of the noise. The numerical output lists the values for all four temperature differences.

\section*{Computed results}
\begin{verbatim}
Group speed: 6000 m/s
Cutoff phonon energy: 40.0 meV
Free path at cutoff: 40.0 nm
Slab thickness: 200.0 nm
Control temperature T0: 100.0 K
Spectral groups: 12, cells: 60 (numbers)
Packets per run: 120000, batches: 400 (numbers)
Heat capacity at T0: 3.0031e+05 J/(m^3 K)
Full one-way power J0 at T0: 1.4956e+10 W/m^2
Linear wall emission per kelvin: 4.5046e+08 W/(m^2 K)
Linear transmission p: 0.40332 (dimensionless)
Collisionless transmission p_b: 0.11582 (dimensionless)
Uniform floor of p_b: 1.949e-03 (dimensionless)
Full-energy transmission t: 0.45844 (dimensionless)
Linear conductance q/dT: 1.8168e+08 W/(m^2 K)
Change on doubling cells: 0.0216 %
Change on doubling groups: 0.0000 %
Flux spread, pseudo-temperature, dT=40 K: 4.0e-16 (ratio)
Flux spread, energy temperature, dT=40 K: 0.1680 (ratio)
Linear-limit relative noise per packet: 1.2163 (ratio)
Its collisionless upper bound: 2.7630 (ratio)
dT = 40 K: reference flux 7.20059e+09 W/m^2
  deviational flux 7.20841e+09 W/m^2, standard error 2.6e+07 W/m^2
  full-energy flux 7.21774e+09 W/m^2, standard error 5.5e+07 W/m^2
  transmission p 0.40294, direct p_b 0.11591, sampled p_b 0.11647 (dimensionless)
  deviational noise/signal per packet: measured 1.255, predicted 1.217 (ratio)
  full-energy noise/signal per packet: measured 2.648, small-dT law 2.787 (ratio)
  rms pseudo-temperature error / dT: 0.0063 (ratio)
dT = 4 K: reference flux 7.26658e+08 W/m^2
  deviational flux 7.24941e+08 W/m^2, standard error 2.6e+06 W/m^2
  full-energy flux 6.94058e+08 W/m^2, standard error 5.7e+07 W/m^2
  transmission p 0.40332, direct p_b 0.11582, sampled p_b 0.11507 (dimensionless)
  deviational noise/signal per packet: measured 1.223, predicted 1.216 (ratio)
  full-energy noise/signal per packet: measured 27, small-dT law 27.87 (ratio)
  rms pseudo-temperature error / dT: 0.0060 (ratio)
dT = 0.4 K: reference flux 7.26725e+07 W/m^2
  deviational flux 7.30243e+07 W/m^2, standard error 2.6e+05 W/m^2
  full-energy flux 1.23137e+08 W/m^2, standard error 6.0e+07 W/m^2
  transmission p 0.40332, direct p_b 0.11582, sampled p_b 0.11616 (dimensionless)
  deviational noise/signal per packet: measured 1.220, predicted 1.216 (ratio)
  full-energy noise/signal per packet: measured 285.6, small-dT law 278.7 (ratio)
  rms pseudo-temperature error / dT: 0.0054 (ratio)
dT = 0.04 K: reference flux 7.26726e+06 W/m^2
  deviational flux 7.24523e+06 W/m^2, standard error 2.5e+04 W/m^2
  full-energy flux 1.04192e+08 W/m^2, standard error 6.0e+07 W/m^2
  transmission p 0.40332, direct p_b 0.11582, sampled p_b 0.11514 (dimensionless)
  deviational noise/signal per packet: measured 1.213, predicted 1.216 (ratio)
  full-energy noise/signal per packet: measured 2848, small-dT law 2787 (ratio)
  rms pseudo-temperature error / dT: 0.0060 (ratio)
Packets for 1 % error at dT=0.04 K, deviational: 1.479e+04
Packets for 1 % error at dT=0.04 K, full energy: 7.766e+10
Ratio of packet numbers: 5.250e+06 (dimensionless)
\end{verbatim}
